# Finite-difference ground-energy error in a hard-wall well

**Question**

I am writing a Schrödinger-Poisson solver for a thin transistor body. Before adding the electrostatic potential, I am testing the Schrödinger part on a flat-bottomed well with infinitely high walls at $x=0$ and $x=L$. I use $L=5$ nm and a constant mass $m=0.2\,m_e$, where $m_e$ is the electron mass.

I divide the well into $N$ equal intervals of length $h=L/N$, so the nodes are $x_j=jh$ with $j=0,\dots,N$. I build an $(N+1)\times(N+1)$ matrix with $2t$ on the diagonal and $-t$ beside it, where $t=\hbar^2/(2mh^2)$, and take its lowest eigenvalue.

My exercise says to verify that the ground-energy error decreases quadratically with $h$. My eigenvalues are too low by 7.02, 3.63 and 1.85 meV for $N=40$, 80 and 160. That is roughly a factor of two per refinement, not four. Is the three-point formula really second order here? What should the error be, and what have I done wrong?

**Answer**

The three-point formula is fine, but your matrix describes a wider well. You have kept the two wall nodes as unknowns, although $\psi$ is known to vanish there. I will first work out the error for the correct matrix and then return to yours.

**The exact energy**

Inside the well the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

For $E>0$, write $E=\hbar^2k^2/(2m)$, so that $\psi''=-k^2\psi$. The condition at $x=0$ leaves $\psi=A\sin kx$, and the condition at $x=L$ requires $kL=n\pi$ with $n=1,2,\dots$. For $E\le 0$ the solutions that vanish at $x=0$ are proportional to $x$ or to a hyperbolic sine. Neither vanishes again at $L$. The ground energy is therefore

$$E=\frac{\hbar^2\pi^2}{2mL^2}.$$

For your parameters $\hbar^2/(2m)=190.499$ meV nm$^2$, which gives

$$E=\frac{190.499\,\pi^2}{5^2}\ \text{meV}=75.206\ \text{meV}.$$

**Where the error enters**

Expand $\psi$ about a node:

$$\psi(x\pm h)=\psi\pm h\psi'+\frac{h^2}{2}\psi''\pm\frac{h^3}{6}\psi'''+\frac{h^4}{24}\psi''''\pm\dots$$

Adding the two expansions cancels the odd terms. Subtracting $2\psi$ and dividing by $h^2$ then gives

$$\frac{\psi(x+h)-2\psi(x)+\psi(x-h)}{h^2}=\psi''+\frac{h^2}{12}\psi''''+\dots$$

This suggests an energy error proportional to $h^2$. For this well we can do better and solve the matrix problem in closed form.

**Solving the matrix problem**

Set $\psi_0=\psi_N=0$ and keep the $N-1$ interior values as unknowns, with $N\ge2$. The equations are

$$t\,(2\psi_j-\psi_{j+1}-\psi_{j-1})=E_h\psi_j,\qquad j=1,\dots,N-1 .$$

Try $\psi_j=\sin(n\pi j/N)$, which vanishes at both walls. The identity $\sin(a+b)+\sin(a-b)=2\sin a\cos b$, with $a=n\pi j/N$ and $b=n\pi/N$, gives

$$\psi_{j+1}+\psi_{j-1}=2\cos\!\left(\frac{n\pi}{N}\right)\psi_j .$$

Hence

$$E_{h,n}=2t\left[1-\cos\frac{n\pi}{N}\right],\qquad n=1,\dots,N-1 .$$

The cosine decreases strictly between $0$ and $\pi$, so these are $N-1$ different eigenvalues. A matrix of size $N-1$ has no more than that, so the list is complete and $n=1$ is the lowest.

The ground eigenvector is the continuum sine sampled at the nodes, apart from normalization. A plot of it cannot reveal the energy error, which comes from replacing the second derivative by a second difference.

**The error law**

Define $\theta=\pi h/L=\pi/N$. The exact energy can be written with the same $t$:

$$E=\frac{\hbar^2}{2mh^2}\,\frac{\pi^2h^2}{L^2}=t\theta^2 .$$

Dividing $E_h=2t(1-\cos\theta)$ by this gives

$$\frac{E_h}{E}=\frac{2(1-\cos\theta)}{\theta^2}.$$

To bound the ratio, start from $\cos s<1$ for $0<s\le\pi/2$ and integrate repeatedly from zero:

- One integration gives $\sin\theta<\theta$, and the next gives $1-\cos\theta<\theta^2/2$.
- Thus $\cos\theta>1-\theta^2/2$. Two more integrations give $1-\cos\theta>\theta^2/2-\theta^4/24$.
- Thus $\cos\theta<1-\theta^2/2+\theta^4/24$. Two more give $1-\cos\theta<\theta^2/2-\theta^4/24+\theta^6/720$.

Multiply the last two bounds on $1-\cos\theta$ by $2/\theta^2$:

$$1-\frac{\theta^2}{12}<\frac{E_h}{E}<1-\frac{\theta^2}{12}+\frac{\theta^4}{360}.$$

Subtracting from 1 reverses the inequalities:

$$\boxed{\frac{\theta^2}{12}-\frac{\theta^4}{360}<\frac{E-E_h}{E}<\frac{\theta^2}{12}}$$

The lower bound is positive for $N\ge2$, so $E_h$ approaches $E$ from below. This does not contradict the variational principle: $E_h$ is an eigenvalue of a difference matrix, not the expectation value of the continuum Hamiltonian in a trial function.

At leading order in $h$,

$$E-E_h\simeq\frac{\pi^2E}{12L^2}\,h^2=\frac{\hbar^2\pi^4}{24mL^4}\,h^2 .$$

At fixed spacing and mass, a thinner body therefore has a much larger absolute error, growing as $L^{-4}$ while $h\ll L$.

**The refinement study**

Diagonalizing the correct matrix gives the following values. The order in each row compares that mesh with the previous one.

| $N$ | $h$ (nm) | $E_h$ (meV) | $E-E_h$ (meV) | order |
|---:|---:|---:|---:|---:|
| 10 | 0.500000 | 74.58952 | 0.616513 | |
| 20 | 0.250000 | 75.05152 | 0.154509 | 1.99644 |
| 40 | 0.125000 | 75.16738 | 0.038651 | 1.99911 |
| 80 | 0.062500 | 75.19637 | 0.009664 | 1.99978 |
| 160 | 0.031250 | 75.20362 | 0.002416 | 1.99994 |
| 320 | 0.015625 | 75.20543 | 0.000604 | 1.99999 |

The digits resolve the discretization error; they do not claim that accuracy for a real transistor. The observed order is

$$p=\log_2\frac{E-E_h}{E-E_{h/2}} .$$

For the first pair, $0.616513/0.154509=3.990$, whose base-2 logarithm is 1.996. The small deficit follows from the next term in the error. With $\theta$ taken on the coarser mesh,

$$\frac{E-E_h}{E-E_{h/2}}\simeq
4\,\frac{1-\theta^2/30}{1-\theta^2/120}
\simeq4\left(1-\frac{\theta^2}{40}\right),$$

and therefore

$$p\simeq2-\frac{\theta^2}{40\ln2}.$$

For $\theta=\pi/10$ this gives 1.9964, as observed. The quotient $(E-E_h)/h^2$ provides a second check. It rises from 2.466 to 2.474 meV/nm$^2$ over the table, approaching the predicted limit $\pi^2E/(12L^2)=2.474$ meV/nm$^2$.

**Choosing a mesh**

Suppose you want an error below $\delta=0.01$ meV. By the upper bound, it is sufficient that $E\pi^2/(12N^2)\le\delta$, or

$$N\ge\pi\sqrt{\frac{E}{12\delta}}
=\pi\sqrt{\frac{75.206}{0.12}}=78.65 .$$

So $N=79$ is sufficient. Diagonalization gives an error of 0.00991 meV there and 0.01017 meV for $N=78$.

You can also combine two meshes. From the cosine series,

$$E_h=E\left(1-\frac{\theta^2}{12}+\frac{\theta^4}{360}-\dots\right),$$

$$E_{h/2}=E\left(1-\frac{\theta^2}{48}+\frac{\theta^4}{5760}-\dots\right).$$

In $4E_{h/2}-E_h$ the $\theta^2$ terms cancel, and the $\theta^4$ coefficient is $1/1440-4/1440=-3/1440$. Dividing by 3,

$$\frac{4E_{h/2}-E_h}{3}=E\left(1-\frac{\theta^4}{1440}+\dots\right).$$

The meshes $N=10$ and 20 together leave an error of $5.08\times10^{-4}$ meV, slightly less than the single mesh with $N=320$.

If you need higher subbands, replace $\theta$ by $n\theta$ and $E$ by $n^2E$. The absolute error is then about $n^4E\theta^2/12$ while $n\theta$ is small. At $N=40$ the second level has an error of 0.618 meV, which is 15.99 times the ground-level error. A mesh chosen for the ground level may be too coarse for the others.

**What happened in your matrix**

Your first row contains $2t\psi_0-t\psi_1$. The missing neighbour $\psi_{-1}$ has been set to zero, so the wall is at $x=-h$. In the same way, the last row puts the other wall at $x=L+h$. The numerical well has $N+2$ intervals and width $L+2h$.

The solution above applies with $N$ replaced by $N+2$ in the cosine, while $t$ keeps its value:

$$E_{\rm wide}=2t\left[1-\cos\frac{\pi}{N+2}\right].$$

The continuum energy of the wider well, relative to $E$, is

$$\left(\frac{L}{L+2h}\right)^2=1-\frac{4h}{L}+\frac{12h^2}{L^2}-\dots$$

The difference formula lowers the ratio by a further $\pi^2h^2/(12L^2)$ at leading order. Hence

$$\frac{E-E_{\rm wide}}{E}=\frac{4h}{L}-\left(12-\frac{\pi^2}{12}\right)\frac{h^2}{L^2}+\dots$$

The first term is linear in $h$ and hides the quadratic discretization error. At $N=320$ your matrix would still be wrong by 0.932 meV, compared with 0.000604 meV for the correct one. Its observed order between $N=160$ and 320 is 0.9875, close to one.

To repair it, delete the first and last rows and columns and keep $h=L/N$. Alternatively, keep all $N+1$ unknowns but set $h=L/(N+2)$, with the unknowns at $x=h,2h,\dots,L-h$. Both choices put the walls on nodes where $\psi=0$.

**What this check covers**

The error law assumes a constant mass, a flat potential, a uniform mesh with hard walls on its nodes, and exact arithmetic. It checks your kinetic matrix and boundary conditions. Once the Poisson potential is included, the closed formula no longer applies, and the refinement study must be repeated for the coupled problem. The mesh chosen above does not carry over: with a uniform field of 0.5 or 1 MV/cm across the same well, the order stays two, but $N=79$ leaves an error of about 0.016 or 0.030 meV, above the 0.01 meV target. Wall penetration and nonparabolic bands are changes to the physical model, so refining this mesh cannot account for them. They are also much larger than the mesh error. Replacing the infinite walls by 3.1 eV barriers lowers the level by about 13 meV for equal masses, or about 19 meV for a barrier mass of $0.5\,m_e$. A nonparabolicity of $0.5\ \text{eV}^{-1}$, in the form $E(1+\alpha E)=\hbar^2k^2/(2m)$, lowers it by about 2.6 meV. The numerical output below lists the values for all the meshes.

## Table of computed values

```
well width L = 5.0 nm
mass = 0.2 electron masses
hbar^2/(2m) = 190.4991 meV nm^2
exact ground energy E = 75.206032 meV
exact ground energy E = 1.20493e-20 J
ground energy by shooting = 75.206032 meV
eigenvector minus sampled sine, N=20: max below 1e-10: True
N=10: h=0.500000 nm, E_h=74.589519 meV
  error=0.616513 meV, error/h^2=2.46605 meV/nm^2
N=20: h=0.250000 nm, E_h=75.051523 meV
  error=0.154509 meV, error/h^2=2.47215 meV/nm^2
N=40: h=0.125000 nm, E_h=75.167381 meV
  error=0.038651 meV, error/h^2=2.47367 meV/nm^2
N=80: h=0.062500 nm, E_h=75.196368 meV
  error=0.009664 meV, error/h^2=2.47405 meV/nm^2
N=160: h=0.031250 nm, E_h=75.203616 meV
  error=0.002416 meV, error/h^2=2.47415 meV/nm^2
N=320: h=0.015625 nm, E_h=75.205428 meV
  error=0.000604 meV, error/h^2=2.47417 meV/nm^2
limit of error/h^2 = 2.47418 meV/nm^2
observed order, N=10 to 20: 1.99644
observed order, N=20 to 40: 1.99911
observed order, N=40 to 80: 1.99978
observed order, N=80 to 160: 1.99994
observed order, N=160 to 320: 1.99999
target error = 0.010 meV
N from quadratic law = 78.648, rounded up = 79
error at N=79: 0.009910 meV
error at N=78: 0.010166 meV
extrapolated N=10,20: 75.205525 meV, error=5.076e-04 meV
extrapolated N=20,40: 75.206001 meV, error=3.178e-05 meV
extrapolated N=40,80: 75.206030 meV, error=1.987e-06 meV
extrapolated order, from coarse N=10 to 20: 3.9976
extrapolated order, from coarse N=20 to 40: 3.9994
second-level error at N=40: 0.618036 meV
second/ground error ratio at N=40: 15.9901
misplaced walls, N=10: error=23.27724 meV
misplaced walls, N=20: error=13.15783 meV
misplaced walls, N=40: error=7.02374 meV
misplaced walls, N=80: error=3.63260 meV
misplaced walls, N=160: error=1.84778 meV
misplaced walls, N=320: error=0.93192 meV
misplaced walls, order N=160 to 320: 0.9875
```
